# Thomsen Strain Pulse: Electronic and Thermoelastic Stress, and Silicon's Initial Contraction, part 1

(Sections cited here and not found follow in the second part.)

## First half: the stress that light creates

**Q:** A short light pulse is absorbed near the surface of a crystal, and I am told that a sound pulse runs into the bulk. Light carries very little momentum. What pushes?

**A:** The absorbed energy changes the length the lattice would like to have. Until the atoms have moved, the lattice is held at its old length, so it is under stress. That stress is largest just below the surface and decays with depth, while a free surface can carry no stress along its normal. The gradient, and this mismatch at the surface, set matter in motion.

Let the solid fill \(z>0\), with \(z\) pointing inward, and let \(u(z,t)\) be the displacement along \(z\). The strain is \(\eta=\partial u/\partial z\), positive for expansion. The stress \(\sigma\) along \(z\) is positive for tension. The illuminated spot is much wider than the absorption depth \(\zeta\), so under its centre everything depends on \(z\) alone, until waves arrive from the rim of the spot. In an isotropic solid, or a cubic crystal cut along (100), (110) or (111), symmetry then allows motion only along \(z\), and I assume this case. For a less symmetric cut of a crystal the material also moves sideways and a shear-like pulse is launched too. The lateral strains are zero during that time.

**Q:** Which elastic constant belongs to such a motion? A rod pulled along its axis would shrink sideways.

**A:** Here it cannot, so the response is stiffer than Young's modulus. Take isotropic elasticity with Lamé constants \(\lambda,\mu\). With one nonzero strain, \(\sigma=(\lambda+2\mu)\eta\equiv M\eta\). To express \(M\) by the bulk modulus \(B=\lambda+\tfrac23\mu\) and Poisson's ratio \(\nu=\lambda/[2(\lambda+\mu)]\), solve the latter for \(\lambda\): from \(2\nu\lambda+2\nu\mu=\lambda\) follows \(\lambda=2\mu\nu/(1-2\nu)\). Then

\[
B=\frac{2\mu\nu}{1-2\nu}+\frac{2\mu}{3}=\frac{2\mu(1+\nu)}{3(1-2\nu)},\qquad
M=\frac{2\mu\nu}{1-2\nu}+2\mu=\frac{2\mu(1-\nu)}{1-2\nu}.
\]

Dividing the two gives

\[
M=3B\,\frac{1-\nu}{1+\nu}.
\]

Newton's law without a source, \(\rho\,\partial_t^2u=M\,\partial_z^2u\), shows that \(M=\rho v^2\), where \(\rho\) is the density and \(v\) the longitudinal sound speed. I neglect the difference between isothermal and adiabatic moduli.

**Q:** Start with heat, then. I accept that a warm solid expands, but I want the stress at fixed length, before anything has expanded.

**A:** It follows from the free energy of the phonons. Let \(\theta=\ln(V/V_0)\) be the volume strain, and let every mode frequency vary as \(\omega_q\propto e^{-\gamma\theta}\), with one Grüneisen parameter \(\gamma\). Per reference volume, the phonon free energy is

\[
F_{\rm ph}=\sum_q\left[\tfrac12\hbar\omega_q+k_BT\ln\!\left(1-e^{-\hbar\omega_q/k_BT}\right)\right].
\]

Its derivative with respect to a frequency is

\[
\frac{\partial F_{\rm ph}}{\partial\omega_q}=\frac{\hbar}{2}+\frac{\hbar}{e^{\hbar\omega_q/k_BT}-1}=\hbar\left(\tfrac12+N_q\right),
\]

where \(N_q\) is the Bose occupation. Since \(\partial\omega_q/\partial\theta=-\gamma\omega_q\), the chain rule gives

\[
\frac{\partial F_{\rm ph}}{\partial\theta}=-\gamma\sum_q\hbar\omega_q\left(\tfrac12+N_q\right)=-\gamma U .
\]

A derivative of the free energy with respect to volume strain is a tension, that is, minus a pressure. Heating at fixed volume therefore adds the stress \(\sigma_{\rm th}=-\gamma\,\Delta U\). For positive \(\gamma\) it is negative: the warm lattice pushes outward.

**Q:** I expected the expansion coefficient to appear. Is that a second effect?

**A:** It is the same one. Write \(\Delta U=C\,\Delta T\) for a small temperature rise, with \(C\) the heat capacity per volume. If the solid is free on all sides, it expands until the total stress vanishes:

\[
B\theta-\gamma C\,\Delta T=0 .
\]

The linear expansion coefficient \(\beta\) is defined by \(\theta=3\beta\,\Delta T\). Hence

\[
\gamma=\frac{3B\beta}{C},\qquad \sigma_{\rm th}=-\gamma C\,\Delta T=-3B\beta\,\Delta T .
\]

Tests on a small set of oscillators confirm both the stress at fixed volume and this relation, the expansion being found there by minimizing the free energy.

In a cubic crystal the thermal stress is isotropic, so its \(zz\) component is the value above. With lateral motion blocked, the strain that removes the \(zz\) stress is

\[
\eta=\frac{3B\beta\,\Delta T}{M}=\beta\,\Delta T\,\frac{1+\nu}{1-\nu}.
\]

For positive \(\nu\) this exceeds \(\beta\,\Delta T\), because the lateral pressure that cannot relax adds to the expansion along \(z\).

**Q:** In a semiconductor the light first makes electrons and holes. Why should they exert a stress at all, apart from heating the lattice?

**A:** Because their energies depend on strain. Let light change the occupation of state \(k\) by \(\delta n_k\) per reference volume. To leading order in these changes, the energy density gains \(\sum_k\delta n_k\,\varepsilon_k(\eta)\). If the occupations stay fixed while the lattice is strained, the added stress is

\[
\sigma_{\rm e}=\sum_k\delta n_k\,\frac{\partial\varepsilon_k}{\partial\eta}.
\]

This is the deformation-potential stress. Let the carriers have cooled to the band edges, with \(n\) electrons in the conduction band and \(n\) holes in the valence band. Each pair adds the conduction-edge energy and removes the valence-edge energy, so the sum becomes \(n\,\partial E_g/\partial\eta\), where \(E_g\) is the gap. A common shift of all levels drops out, because the numbers of electrons and holes are equal.

**Q:** Suppose I know the gap only under hydrostatic pressure, while your strain is uniaxial. Uniaxial strain can split equivalent valleys. You cannot simply exchange one derivative for the other.

**A:** I can if equivalent valleys hold equal numbers of carriers, and likewise the degenerate states at the valence edge. The averaged response to a strain tensor \(\eta_{ij}\) then has cubic symmetry, so it must be \(\delta E_g=D'\sum_j\eta_{jj}\) with one constant \(D'\). The splittings average to zero. For hydrostatic strain \(\sum_j\eta_{jj}=\theta\), which identifies the constant:

\[
D'=D\equiv\frac{dE_g}{d\ln V}.
\]

For the uniaxial strain \(\sum_j\eta_{jj}=\eta\), so \(\sigma_{\rm e}=nD\). Measurements give the gap against pressure \(p\). With \(B=-dp/d\ln V\),

\[
D=\frac{dE_g}{dp}\,\frac{dp}{d\ln V}=-B\,\frac{dE_g}{dp}.
\]

A gap that falls under pressure has \(D>0\), and its pairs create tension. If carriers gather in some of the valleys, this isotropic form can fail.

**Q:** That sign troubles me. Exciting an electron out of a bonding state should weaken the bonds and push the atoms apart.

**A:** The labels bonding and antibonding do not settle the sign; the slope of the gap does. With \(n\) pairs, the energy density to leading order is \(\tfrac12M\eta^2+nE_g(0)+nD\eta\). Setting its derivative to zero gives

\[
M\eta+nD=0\quad\Longrightarrow\quad \eta=-\frac{nD}{M}.
\]

If the gap widens on expansion, the pair lowers its energy by shrinking the lattice. Both signs were tested on rings of 200 cells, each with two tight-binding bands, an elastic energy and one excited pair, by relaxing the total energy. In ring A the gap widens on expansion, and the pair changes the relaxed strain by \(-4.433\times10^{-4}\), which the formula reproduces to these digits. In ring B the gap narrows on expansion, and the change is \(+1.935\times10^{-4}\), against \(+1.936\times10^{-4}\) from the formula, which omits terms of second order in the pair density.

**Q:** So electrons may pull while heat pushes. To compare them I need to know how the photon energy is shared.

**A:** Let the incident fluence be \(F\), the reflectivity \(R\), and the absorption profile \(e^{-z/\zeta}\). The absorbed energy density is

\[
W(z)=\frac{(1-R)F}{\zeta}\,e^{-z/\zeta},
\]

whose integral over depth is \((1-R)F\), as it must be. Assume one pair per photon of energy \(E\). The pair density at the surface is then \(n=(1-R)F/(\zeta E)\), and from here on \(n\) means this value. Each pair keeps \(E_g\) and hands \(E-E_g\) to the phonons while it cools. Assume that cooling is fast compared with \(\zeta/v\), the time sound needs to cross the absorption depth. The total source stress at the surface is

\[
S=nD-n\gamma(E-E_g)=n\left[D-\gamma(E-E_g)\right].
\]

Here a single \(\gamma\) again stands for all the phonons that receive the heat. If they are unevenly excited and their Grüneisen parameters differ, \(\gamma\) must be replaced by an energy-weighted mean.

**Q:** Do cooled carriers not keep some kinetic energy?

**A:** As long as they are not degenerate, they keep about \(\tfrac32k_BT\) each, so \(3k_BT\) per pair, which is 0.078 eV at 300 K. Carriers of small mass at high density are degenerate and keep more. I neglect it, together with the small stress that comes from its own dependence on strain. The neglect is reasonable when \(E-E_g\) and \(|D|\) are of order 1 eV and do not nearly cancel in \(S\).

**Q:** When does the electronic part win?

**A:** The ratio of the two stresses is

\[
\frac{\sigma_{\rm e}}{\sigma_{\rm th}}=-\frac{D}{\gamma(E-E_g)}=\frac{C}{3\beta(E-E_g)}\,\frac{dE_g}{dp}.
\]

In the second form I inserted \(D=-B\,dE_g/dp\) and \(\gamma=3B\beta/C\), and the bulk modulus cancelled. The pair density cancels too, so within this linear model the fluence does not affect the sign of the response. For positive \(D\) and \(\gamma\) the solid wants to contract if \(S>0\), that is, if

\[
E<E_g+\frac{D}{\gamma}.
\]

Just above the gap there is hardly any prompt heat, and the electronic stress stands alone. Far above it heat dominates. If \(D<0\) and \(\gamma>0\), both parts push outward and there is no competition.

**Q:** And when the pairs recombine?

**A:** If they do so without emitting light that escapes, the stored \(E_g\) also becomes heat. The electronic term disappears, and the source becomes

\[
S_\infty=-n\gamma E .
\]

For positive \(\gamma\) this is an expansion, whatever the sign of \(D\).

**Q:** Then "silicon initially contracts" is not a law about silicon, but a statement about the photon energy and the time.

**A:** Yes, and with rough measured sizes the condition can be examined. Silicon's gap falls by roughly 14 meV per GPa, and its bulk modulus is roughly 100 GPa, so \(D\approx100\times0.014=1.4\) eV. Take \(\gamma\approx0.5\), which is a room-temperature value (below roughly 120 K silicon contracts on warming over a wide range and \(\gamma\) is negative there), a gap of about 1.1 eV and photons of 1.5 eV. The prompt heat contributes \(-0.5\times(1.5-1.1)=-0.2\) eV per pair, and the net value is about \(+1.2\) eV. That is tension, so silicon wants to contract. After recombination the value is about \(-0.8\) eV, and silicon wants to expand.

The crossover lies at roughly \(1.1+1.4/0.5=3.9\) eV, above the photon energies of near-infrared and visible light. This estimate holds after the carriers have cooled. It takes the sign of the gap's pressure slope from measurement and does not derive it.

**Q:** I should like to see actual stresses.

**A:** Take an unnamed model semiconductor with round parameters: \(B=80\) GPa, \(\nu=0.25\), \(\rho=4000\) kg/m³, \(\beta=5\times10^{-6}\) K⁻¹, \(C=2.0\) MJ/(m³ K), \(E_g=1.0\) eV, \(D=+1.2\) eV and \(E=2.0\) eV. The light has \(F=1.0\) J/m², \(R=0.4\) and \(\zeta=600\) nm. Then

\[
\gamma=\frac{3\,(80\times10^9)(5\times10^{-6})}{2.0\times10^{6}}=0.60,\qquad
M=3\times80\times\frac{0.75}{1.25}=144\ \text{GPa}.
\]

The absorbed energy density at the surface is \(0.6/(600\times10^{-9})\) J/m³, or 1.0 MJ/m³. Dividing by the photon energy gives \(n=3.12\times10^{24}\) m⁻³. Each electronvolt per pair corresponds to half of the absorbed energy density, 0.5 MJ/m³, which is the same as 0.5 MPa. So

\[
\sigma_{\rm e}=1.2\times0.5=+0.60\ \text{MPa},\qquad
\sigma_{\rm th}=-0.60\times1.0\times0.5=-0.30\ \text{MPa}.
\]

The net stress is \(+0.30\) MPa at first. After recombination it is \(-0.60\times1.0=-0.60\) MPa, with a surface warming of \(1.0/2.0=0.50\) K. The crossover photon energy is \(1.0+1.2/0.60=3.0\) eV.

## Second half: the strain that the stress launches

**Q:** Before we let the solid move, remind me what we carry over.

**A:** The solid fills \(z>0\), \(\eta=\partial u/\partial z\) is positive for expansion, and \(\sigma\) is positive for tension. The modulus for motion along \(z\) is \(M=\rho v^2\). Light absorbed over the depth \(\zeta\) creates the source stress \(S\,e^{-z/\zeta}\), with

\[
S=n[D-\gamma(E-E_g)]\ \text{before},\qquad S_\infty=-n\gamma E\ \text{after recombination}.
\]

Here \(n\) is the initial pair density at the surface, \(E\) the photon energy, \(E_g\) the gap, \(D=dE_g/d\ln V\), and \(\gamma\) the Grüneisen parameter. In the model example \(S=+0.30\) MPa, \(S_\infty=-0.60\) MPa and \(M=144\) GPa.

**Q:** Suppose \(S\) appears suddenly at \(t=0\) and stays. What equation do I solve?

**A:** The total stress and Newton's law are

\[
\sigma=M\eta+S\,e^{-z/\zeta},\qquad \rho\,\frac{\partial^2u}{\partial t^2}=\frac{\partial\sigma}{\partial z}.
\]

Differentiate the second equation with respect to \(z\) to obtain \(\rho\,\partial_t^2\eta=\partial_z^2\sigma\). The source does not change in time, so \(\partial_t^2\sigma=M\,\partial_t^2\eta\). Together,

\[
\frac{\partial^2\sigma}{\partial t^2}=v^2\,\frac{\partial^2\sigma}{\partial z^2}.
\]

The stress therefore obeys a wave equation without a source; the light enters through the initial state. At \(t=0\) nothing has moved, so \(\eta=0\) and \(\sigma=S\,e^{-z/\zeta}\). The material is at rest, so \(\partial_t\eta=0\) and hence \(\partial_t\sigma=0\). At the free surface \(\sigma(0,t)=0\) for \(t>0\).

**Q:** The initial stress at the surface is \(S\), and the boundary condition demands zero. Those contradict each other.

We now have the source stress from heat and from electron-hole pairs, and a wave equation for the total stress with its initial and boundary conditions. It remains to resolve the apparent contradiction at the surface and to find the strain pulse and the surface motion, including the effect of recombination.

Numbers in the example were calculated in double precision.
